# Inverting the finite-element PAW overlap, and the cost of Chebyshev filtering, part 2

A projector augmented-wave (PAW) calculation on finite elements needs many occupied states of $Hu=\varepsilon Su$. Chebyshev filtering finds them by applying a polynomial in $S^{-1}H$ to a block $Y$ of trial vectors. Hartree atomic units are used. The cell is periodic, and neighbouring mesh cells share all nodes on their common face.

The matrices are

$$
S=M+P\Delta P^\dagger,\qquad H=H_{\rm loc}+PDP^\dagger .
$$

$M$ is the positive diagonal mass matrix for $N$ nodes, obtained with the nodal rule: Gauss-Lobatto quadrature on the $p+1$ nodes per cell and direction, where $p$ is the polynomial degree. $P$ holds the integrals of the basis functions times the $n_P$ projectors. $H_{\rm loc}$ contains the kinetic energy and the smooth local potential. $\Delta$ (overlap) and $D$ (nonlocal energies) are Hermitian and diagonal in the atoms. $S$ is assumed positive definite, which means that the eigenvalues of $\Delta B$ exceed $-1$. With

$$
B=P^\dagger M^{-1}P,\qquad G=(1+\Delta B)^{-1},
$$

the inverse is $S^{-1}=M^{-1}-M^{-1}PG\Delta P^\dagger M^{-1}$. Applying $H$ and then $S^{-1}$ takes four large products with projectors. With $Z=M^{-1}H_{\rm loc}Y$, three suffice:

$$
\boxed{S^{-1}HY=Z+M^{-1}P\,G\left(DP^\dagger Y-\Delta P^\dagger Z\right)}
$$

For disjoint spheres, interatomic blocks of $B$ vanish with nodal projector integrals, but not in general with accurate ones.

The two-atom model is a periodic cube of side 9 bohr with $3\times3\times3$ cells, $p=4$ and $N=1728$. The atoms are at $(2.9,4.5,4.5)$ and $(6.1,4.5,4.5)$ bohr, with augmentation radii $r_c=1.5$ bohr. With $r$ measured from the atom, the projectors are $(1-r^2/r_c^2)^3$ times $1$, $r^2/r_c^2$, $x$, $y$ and $z$, each normalized and zero outside the sphere, so $n_P=10$. In the two $s$ channels and the three $p$ channels

$$
\Delta_s=\begin{pmatrix}-0.4&0.1\\0.1&0.2\end{pmatrix},\qquad \Delta_p=0.2 .
$$

### The Chebyshev filter

Let the unwanted eigenvalues lie in $[a,b]$, with the wanted ones below $a$. Define the centre and half-width

$$
c=\frac{a+b}2,\qquad e=\frac{b-a}2 .
$$

The map $x=(\varepsilon-c)/e$ takes $[a,b]$ to $[-1,1]$. The Chebyshev polynomials obey $T_0=1$, $T_1=x$ and $T_{k+1}=2xT_k-T_{k-1}$. Replacing $\varepsilon$ by $S^{-1}H$ gives

$$
Y_1=\frac1eS^{-1}(H-cS)Y_0,\qquad
Y_{k+1}=\frac2eS^{-1}(H-cS)Y_k-Y_{k-1}.
$$

Because $H-cS=(H_{\rm loc}-cM)+P(D-c\Delta)P^\dagger$, the boxed operation applies after the replacements $H_{\rm loc}\to H_{\rm loc}-cM$ and $D\to D-c\Delta$. The shift therefore needs no additional work in a step.

$S^{-1}H$ is not Hermitian in the ordinary sense. In the inner product $\langle x,y\rangle_S=x^\dagger Sy$, however,

$$
\langle x,S^{-1}Hy\rangle_S=x^\dagger Hy=(Hx)^\dagger y=\langle S^{-1}Hx,y\rangle_S ,
$$

so it is self-adjoint. It has real eigenvalues $\varepsilon_n$ and a complete set of eigenvectors $u_n$ with $u_n^\dagger Su_m=\delta_{nm}$. Expanding $Y_0$ in them gives

$$
Y_k=\sum_nT_k\!\left(\frac{\varepsilon_n-c}{e}\right)u_n\,(u_n^\dagger SY_0).
$$

Inside $[a,b]$ the factor has magnitude at most one. For a wanted eigenvalue,

$$
\left|\frac{\varepsilon-c}{e}\right|=\frac{(c-a)+(a-\varepsilon)}e=1+\delta,\qquad \delta=\frac{a-\varepsilon}{e},
$$

and the gain is $|T_k|=\cosh[k\,\mathrm{arccosh}(1+\delta)]$. For small $\delta$, expanding $\cosh\theta=1+\theta^2/2+\dots$ gives $\mathrm{arccosh}(1+\delta)\approx\sqrt{2\delta}$. The degree needed for a large given gain thus grows as $\sqrt{e/(a-\varepsilon)}$.

At fixed $p$, shrinking all cells by a common factor multiplies the kinetic matrix relative to $M$ by the inverse square of that factor. When the kinetic energy sets $b$, the required degree is then inversely proportional to the cell side. A finer mesh costs more per step and also needs more steps.

The upper limit must be safe. An eigenvalue above $b$ is also mapped outside $[-1,1]$, and its unwanted eigenvector is amplified.

Replacing $S^{-1}$ by $M^{-1}$ changes the operator, and the filter then selects eigenvectors of $M^{-1}H$. In the two-atom model the lowest eigenvalue would change from $-0.3927$ to $-0.4009$ hartree, a shift of 0.0081 hartree. These values belong to the coarse mesh. With the cell side halved the eigenvalue is $-0.285$ hartree and the shift about 0.006 hartree.

### Counting the local operation

The unit of cost is one multiply-add per state, in real arithmetic. Take axis-aligned box cells with at least three cells in each periodic direction.

In one dimension, a node inside a cell couples to the $p+1$ nodes of that cell. A node shared by two cells couples to $2p+1$ nodes. Each cell contributes $p-1$ inner nodes and one shared node, so the average row has

$$
\frac{(p-1)(p+1)+(2p+1)}p=\frac{p^2+2p}p=p+2
$$

entries.

In three dimensions a basis function is a product of three one-dimensional functions. The $x$ part of the kinetic energy contains derivatives along $x$ and plain products along $y$ and $z$. Under the nodal rule the plain products are diagonal. With $K$ the one-dimensional stiffness matrix and $m$ the one-dimensional diagonal mass matrix, the kinetic matrix is

$$
\tfrac12\left(K\otimes m\otimes m+m\otimes K\otimes m+m\otimes m\otimes K\right).
$$

A node therefore couples only to nodes on the three mesh lines through it. The three lines have $3(p+2)$ entries on average, but the node itself has been counted three times. The average row has

$$
3(p+2)-2=3p+4
$$

entries. The local potential, also integrated by the nodal rule, is diagonal and adds none. Neither does multiplication by $M^{-1}$ or the shift $c$. For $p=1$ the result is the familiar seven-point stencil.

The count assumes that no entry vanishes by accident. Assembled matrices for $p=2$, 3 and 4 contain $N(3p+4)$ entries, as tested.

If the transverse products were integrated in full, $m$ would be replaced by a matrix with the same pattern as $K$. The average row could then have up to $(p+2)^3$ entries. For $p=4$ this is 216 instead of 16, and the assembled matrix does fill all 216. The diagonal mass matrix thus helps twice: it makes $M^{-1}$ trivial and it thins out the kinetic matrix. The gain in operations is smaller than the gain in stored entries, because the fully integrated matrix can be applied without assembly, by seven one-dimensional sweeps that cost $7(p+2)=42$ multiply-adds per node for $p=4$.

On deformed cells $M$ remains diagonal under the nodal rule, but the star is lost. The coordinate mapping mixes derivatives, and a product of a derivative along one cell direction with one along another couples nodes in a plane. One may then multiply by a dense matrix in each cell. With $N_{\rm cell}$ cells this takes $N_{\rm cell}(p+1)^6$ multiply-adds.

### Counting the whole step

Before the recurrence starts, store

$$
\tilde A=\frac2eM^{-1}(H_{\rm loc}-cM),\quad Q=M^{-1}P,\quad
E_1=\frac2eG(D-c\Delta),\quad E_2=G\Delta .
$$

One step of the recurrence is then

$$
Z=\tilde AY_k,\qquad d=E_1P^\dagger Y_k-E_2P^\dagger Z,\qquad Y_{k+1}=Z+Qd-Y_{k-1}.
$$

The factor $2/e$ is included in $\tilde A$, hence in $Z$, so $E_2$ must not contain it again.

Let atom $a$ have $n_a$ projectors, which are nonzero on $m_a$ nodes. The product with $\tilde A$ costs $N(3p+4)$. Each of the two projections and the expansion costs $\sum_am_an_a$. The two small matrices cost $n_P^2$ each if they are stored densely. Together,

$$
\boxed{C=N(3p+4)+3\sum_am_an_a+2n_P^2}
$$

multiply-adds, plus $N$ subtractions of $Y_{k-1}$. The first step, which produces $Y_1$, uses half of $Z+Qd$ and subtracts nothing.

This count is not minimal. Since $P^\dagger Q=B$, the projection of the new vector follows from short vectors already at hand: $P^\dagger Y_{k+1}=P^\dagger Z+Bd-P^\dagger Y_{k-1}$. After the first step just one projection and one expansion are then needed, and the cost becomes $N(3p+4)+2\sum_am_an_a+3n_P^2$. The numbers below refer to the boxed form.

The matrices $B$ and $G$ depend on the mesh, the atomic positions and $\Delta$, but not on the potential. They can be kept during a self-consistent calculation at fixed geometry. $\tilde A$ changes with the potential, and $E_1$ with $D$; both also change with the chosen interval.

### In what sense the cost is linear

At a fixed mesh density, $N$ and $\sum_am_an_a$ grow in proportion to the number of atoms. The dense term $2n_P^2$ grows quadratically. If the interatomic blocks of $B$ vanish, $G$ separates and this term becomes $2\sum_an_a^2$, so the cost per state is linear.

With accurate projector integrals $B$ couples just those atoms whose projectors share nodes. The matrix $1+\Delta B$ is then sparse, although its inverse need not be. One can factorize it and solve with the factors instead of storing $G$. The cost of that solution depends on how the atoms are connected and is not included in $C$.

The cost of a complete calculation is another matter. For $n$ extended states and $k$ steps the filter costs about $nkC$. As $n$ also grows with the number of atoms, this is at least quadratic. Forming the $n\times n$ overlap matrix of the filtered states takes of order $n^2N$ operations, which is cubic. An overall linear method would need localized states or some other way to avoid these products.

### The two-atom model in numbers

Each atom has a local well $-3.0\,e^{-r^2}$ hartree, with $r$ in bohr and measured to the nearest periodic image. The nonlocal energies, in hartree, are

$$
D_s=\begin{pmatrix}0.3&-0.1\\-0.1&0.2\end{pmatrix},\qquad D_p=0.1 .
$$

The projector integrals are the accurate ones.

The local part of a step costs $1728\times16=27\,648$ multiply-adds. To find $m_a$, note that the first sphere extends from 1.4 to 4.4 bohr along $x$ and so enters two cells, which have $2\times4+1=9$ nodes in that direction. Along $y$ and $z$ it extends from 3.0 to 6.0 bohr and fits in one cell, with 5 nodes. Hence $m_a=9\times5\times5=225$, and the second atom has the same number. The projector part is

$$
3\times2\times225\times5=6750 ,
$$

and the small matrices cost $2\times10^2=200$. The total is

$$
C=27\,648+6750+200=34\,598 ,
$$

or 20.0 per node. Applying $H$ and $S^{-1}$ in turn would raise the projector part to 9000. Dense cell matrices would raise the local part to $27\times5^6=421\,875$, about 15 times the star count. This is the most expensive way to treat deformed cells. Under the nodal rule a row of the cell matrix has $3(p+1)^2-3(p+1)+1=61$ entries out of 125, and applying the derivatives one direction at a time costs about $6(p+1)^4+9(p+1)^3$ per cell, roughly 5 times the star count. These are operation counts; running times also depend on memory traffic.

The value of $m_a$ depends on where the atom sits in the mesh. A sphere of this size that enters two cells in all three directions touches up to $9^3=729$ nodes.

The dense small matrices are negligible here, but their quadratic growth sets a limit. The other two terms amount to $34\,398/2=17\,199$ per atom. For $A$ atoms with five projectors each, the dense term is $2(5A)^2=50A^2$. It equals the linear part at $A=17\,199/50\approx344$. This number belongs to the present mesh density and projector count; more projectors per atom, on the same nodes, lower it, because the dense term grows with the square of their number and the linear part at most in proportion to it.

The filter was applied to a block of 8 states with degree 20. For this demonstration $a$ was set to the ninth eigenvalue, 0.3487 hartree, known from dense diagonalization, and $b=30.850$ hartree was placed 1% above the highest. A large calculation has to estimate both. Here

$$
e=\frac{30.850-0.3487}2=15.251,\qquad
\delta=\frac{0.3487+0.3927}{15.251}=0.04861 .
$$

Since $\mathrm{arccosh}(1.04861)=0.3106$, the gain of the lowest state is $\cosh(20\times0.3106)\approx249$. The filtered block agrees with the spectral sum over all eigenvectors to a relative error of $2\times10^{-14}$.

### How fast the lowest eigenvalue converges

One cycle consists of filtering the block and then solving the small eigenproblem within its span, the Rayleigh-Ritz step. Number the eigenvalues from $\varepsilon_1$ upwards. If the components of the starting block along the 8 wanted eigenvectors form an invertible matrix, some combination of its columns has the form

$$
v=u_1+\sum_{j>8}\beta_ju_j .
$$

Write $x_j=(\varepsilon_j-c)/e$. Filtering $v$ and dividing by $T_{20}(x_1)$ multiplies each $\beta_j$ by $T_{20}(x_j)/T_{20}(x_1)$, whose magnitude is at most $1/249$. Changes of basis within the block do not alter its span. The lowest Ritz value $\theta_1$ is the minimum of the Rayleigh quotient over that span, so with the current coefficients $\beta_j$

$$
0\le\theta_1-\varepsilon_1\le
\frac{\sum_{j>8}(\varepsilon_j-\varepsilon_1)|\beta_j|^2}{1+\sum_{j>8}|\beta_j|^2}
\le\sum_{j>8}(\varepsilon_j-\varepsilon_1)|\beta_j|^2 .
$$

The last expression falls by at least $249^2\approx6.2\times10^4$ per cycle. It is a bound, so the error itself need not fall by the same factor each time. The computed errors, relative to dense diagonalization of the same matrices, are $1.0\times10^{-2}$, $1.9\times10^{-7}$ and $6.6\times10^{-12}$ hartree after one, two and three cycles. The successive reductions are about $5\times10^4$ and $3\times10^4$. From the fourth cycle on, the error is at the level of rounding. The individual reductions depend on the random starting block. The states close to $a$ converge far more slowly: the eighth eigenvalue, 0.2858 hartree, has a gain of about 3, and after four cycles its Ritz value is still wrong by the order of 0.1 hartree. The block should therefore contain more states than are needed.

These errors measure the solution of the matrix problem. They do not include the discretization error of the mesh, which is coarse: the first $s$ projector is normalized to one, yet its diagonal element of $B$ is 0.901, rising to 0.998 when the cell side is halved. With the exact mass matrix the element on the coarse mesh would be 0.979, so the nodal rule for $M$ accounts for 0.078 of the deficit and the limited resolution of the projector for 0.021. The other projectors are resolved less well, with diagonal elements down to 0.705. The lowest eigenvalue moves from $-0.393$ to $-0.285$ hartree when the cell side is halved, so its discretization error is about 0.11 hartree. The remaining values are listed in the numerical output.

## Calculated quantities

```
box side 9.0 bohr, cells per side 3, degree p = 4
nodes N = 1728
atom centres [(2.9, 4.5, 4.5), (6.1, 4.5, 4.5)] bohr
augmentation radius 1.5 bohr, distance 3.2 bohr
well: -3.0 exp(-r^2) hartree per atom, r in bohr
projectors per atom 5, in all 10
Delta s block [[-0.4, 0.1], [0.1, 0.2]], p channels 0.2
D s block [[0.3, -0.1], [-0.1, 0.2]] hartree, p 0.1 hartree
1D lumped-mass eigenvalue order, p=2: 4.05
1D lumped-mass eigenvalue order, p=3: 6.00
relative error of inverse formula 3.8e-16
singular Delta: rank 4 of 10, residual 2.2e-15
B for first s projector 0.90124, halved cells 0.99846
B between the two s projectors of one atom 0.80501
eigenvalues of Delta B: lowest -0.12255, highest 0.15247
Delta scale at which S loses positivity 8.1597
interatomic B, nodal projector integrals 0.0e+00
interatomic B, accurate integrals 5.965e-03
interatomic B, accurate integrals, halved cells 2.854e-04
atomwise inverse residual, nodal 1.5e-16
atomwise inverse residual, accurate 4.570e-04
relative error of fused operator 4.3e-16
lowest eigenvalue -0.392721 hartree
lowest eigenvalue if S is replaced by M -0.400854 hartree
highest eigenvalue 30.544 hartree
unwanted interval 0.3487 to 30.850 hartree
filter degree 20, block of 8 states
filter gain of lowest state 2.4918e+02
relative error of filter against spectral sum 1.7e-14
lowest eigenvalue error after cycle 1: 1.0e-02 hartree
lowest eigenvalue error after cycle 2: 1.9e-07 hartree
lowest eigenvalue error after cycle 3: 6.6e-12 hartree
lowest eigenvalue error after cycle 4: 7.8e-16 hartree
lowest eigenvalue error after cycle 5: 6.7e-16 hartree
kinetic entries per row, nodal quadrature 16.00
kinetic entries per row, full integration 216.00
nodes carrying projectors, per atom [225, 225]
local part 27648 multiply-adds per state and step
projector part 6750 multiply-adds
small matrices 200 multiply-adds
total 34598 multiply-adds, 20.02 per node
projector part if H and S^-1 act in turn 9000 multiply-adds
local part with dense cell matrices 421875 multiply-adds
```
